# The bulk field in an electron-depleted radio-frequency discharge

A model of a capacitive etching discharge must settle early whether the plasma bulk can be treated as nearly field-free, with the applied voltage and the electron heating assigned to the sheaths. The answer depends on the field needed to push the discharge current through the bulk electrons. In an electronegative gas most of the negative charge may sit on ions, which are too heavy to carry much radio-frequency current. The few remaining electrons must then move fast, and collisions make that costly.

Take an electron current density of amplitude $J=10$ A/m$^2$ at 13.56 MHz, an electron density $n=10^{14}$ m$^{-3}$, and a collision frequency $\nu=10^9$ s$^{-1}$. Amplitudes are peak values throughout. The density and collision frequency are given; whether a discharge would sustain them is a separate question, taken up below.

## The estimate on the back of an envelope

The current fixes the electron drift speed:

$$u_0=\frac{J}{ne}=\frac{10}{10^{14}\times1.602\times10^{-19}}\approx6.24\times10^5\ \text{m/s}.$$

An electron loses its directed momentum $mu_0$ about $\nu$ times per second, so the gas exerts a mean drag $m\nu u_0$. If inertia is small, the electric force $eE$ balances this drag:

$$E\approx\frac{m\nu u_0}{e}=\frac{m\nu J}{ne^2}.$$

Numerically,

$$E\approx\frac{(9.11\times10^{-31})(10^9)(6.24\times10^5)}{1.602\times10^{-19}}\approx3.55\times10^3\ \text{V/m}.$$

Inertia can be neglected here because the field changes slowly compared with the time between collisions. The angular frequency is $\omega=2\pi f=8.52\times10^7$ rad/s, so $\omega/\nu=0.0852$.

## Derivation from collisions

Let the field be the real part of $Ee^{i\omega t}$, uniform over the distance an electron moves between collisions. Suppose that collisions occur at a constant rate $\nu$ and that each leaves the electron with zero velocity on average, as isotropic scattering from a heavy molecule does. The probability that the last collision happened between $s$ and $s+ds$ ago is $\nu e^{-\nu s}ds$: the collision must occur in that interval, and none may follow.

Since that collision the electron, of charge $-e$, has gained the velocity

$$-\frac{eE}{m}\int_{t-s}^{t}e^{i\omega t'}dt'
=-\frac{eE}{m}e^{i\omega t}\,\frac{1-e^{-i\omega s}}{i\omega}.$$

Averaging over $s$ requires

$$\int_0^\infty\nu e^{-\nu s}(1-e^{-i\omega s})ds
=1-\frac{\nu}{\nu+i\omega}=\frac{i\omega}{\nu+i\omega}.$$

The factor $i\omega$ cancels, and the complex drift amplitude is

$$u=-\frac{eE}{m(\nu+i\omega)}.$$

This is also the steady solution of $m\,du/dt=-eE(t)-m\nu u$, as replacing $d/dt$ by $i\omega$ shows. If scattering is not isotropic, $\nu$ in that equation is the momentum-transfer frequency, which counts each collision by the fraction of forward momentum it removes.

The current density is charge times density times drift velocity. The two minus signs cancel:

$$J=-neu=\sigma E,\qquad \sigma=\frac{ne^2}{m(\nu+i\omega)}.$$

Taking the modulus and solving for the field amplitude gives

$$\boxed{E=\frac{mJ\sqrt{\nu^2+\omega^2}}{ne^2}}$$

where $E$ and $J$ now denote real amplitudes. The conductivity modulus is $2.808\times10^{-3}$ S/m, so

$$E=\frac{10}{2.808\times10^{-3}}\approx3.56\ \text{kV/m}=35.6\ \text{V/cm}.$$

If the 10 A/m$^2$ were an rms value, the same number would be the rms field, because the relation is linear.

## Comparing the two results

The full formula is the drag estimate multiplied by

$$\sqrt{1+\frac{\omega^2}{\nu^2}}\approx1+\frac{\omega^2}{2\nu^2}=1+\frac{0.0852^2}{2}\approx1.0036.$$

Inertia raises the field by 0.36 %. Its effect on phase is first order in $\omega/\nu$: the current lags the field by $\arctan(\omega/\nu)=4.87^\circ$. The bulk is therefore mainly a resistor.

In the opposite limit, $\nu\ll\omega$, the formula becomes $E\approx m\omega J/(ne^2)$. The current lags by nearly $90^\circ$, and the field mostly stores and returns kinetic energy. The drag estimate would then give far too small a field.

Depletion enters through $1/n$. At the same current and collision frequency, a hundred times more electrons would need only 0.0356 kV/m. Across a uniform bulk 15 mm long, the depleted case needs a voltage amplitude of 53.4 V and the richer one about 0.53 V.

The heating follows from the part of the field in phase with the current, $E\cos\varphi$, where $\varphi$ is the lag. Since $\cos\varphi=\nu/\sqrt{\nu^2+\omega^2}$, that part is $m\nu J/(ne^2)$, and the mean power density is

$$p=\tfrac12JE\cos\varphi=\frac{m\nu J^2}{2ne^2}
=n\nu\left(\tfrac12mu_0^2\right).$$

The last form uses $J=neu_0$. The peak drift energy $\tfrac12mu_0^2$ is 1.11 eV, so each electron receives on average $1.11\times10^9$ eV/s. In total $p=17.7$ kW/m$^3$, or about 270 W per square metre of electrode over 15 mm. With a hundred times more electrons, at fixed $J$ and $\nu$, this would be 2.7 W/m$^2$. For the depleted case, a model that sets the bulk field to zero discards a substantial voltage and heat source.

## Electron current or total current

The 10 A/m$^2$ above is carried by electrons. A one-dimensional discharge model may prescribe the total current instead, which is the same at every position. It includes displacement current and ion current:

$$J_{\rm tot}=\left(\sigma+\sigma_i+i\omega\varepsilon_0\right)E.$$

The displacement current is 0.269 times the electron current, which might suggest a correction of a quarter. The phases prevent it. Relative to the field, the electron current is at $-4.87^\circ$ and the displacement current at $+90^\circ$, so they are $94.87^\circ$ apart. The modulus of their sum, relative to the electron current, is

$$\sqrt{1+0.269^2+2(0.269)\cos94.87^\circ}\approx1.013.$$

A total of 10 A/m$^2$ without ions therefore needs 3.515 kV/m, about 1.3 % less than before.

For an ion species of density $n_j$ and mass $M_j$, the same equation of motion, with $\nu_i$ the ion momentum-transfer frequency, gives

$$\sigma_j=\frac{n_je^2}{M_j(\nu_i+i\omega)}.$$

The charge enters squared, so positive and negative ions both add to the current. Take 100 F$^-$ ions per electron, enough CF$_3^+$ to make the plasma neutral, and $\nu_i=10^7$ s$^{-1}$ for both. The summed ion current is 0.0432 times the electron current. Because $\nu_i\ll\omega$, it lags the field by about $83^\circ$ and partly cancels the displacement current. The field for a total of 10 A/m$^2$ becomes 3.522 kV/m, or 1.1 % below the value for electron current alone.

This small correction belongs to the present density and to a constant $\nu$. If $n$ falls further at fixed total current, the electron formula diverges, while displacement current takes over. With ions left out, the field tends to $J_{\rm tot}/(\omega\varepsilon_0)$. Since $\omega\varepsilon_0$ is $0.269\times2.808\times10^{-3}$ S/m, that limit is about 13 kV/m.

## When heating changes the collision frequency

The formula also assumes a constant $\nu$, which is doubtful here. Electrons that receive a billion electronvolts per second can change temperature within an rf period of 73.7 ns. A simple energy balance shows how much this matters.

Let $W$ be the mean random energy per electron, apart from the drift energy. Measure $u$ along the current, so that $u=u_0\cos\omega t$ is imposed and $eE=m\,du/dt+m\nu u$. The field does work at the rate

$$eEu=\frac{d}{dt}\left(\tfrac12mu^2\right)+m\nu u^2.$$

The first term is drift energy, returned later in the cycle. The second is directed motion randomized by collisions. Assume that energy is lost at a rate $W/\tau$, and that the collision cross section is constant, so that the effective momentum-transfer frequency $\nu$ follows the typical random speed:

$$\frac{dW}{dt}=m\nu u_0^2\cos^2\omega t-\frac W\tau,\qquad
\nu=\nu_0\sqrt{\frac W{W_0}}.$$

Define $y=\sqrt{W/W_0}=\nu/\nu_0$. Then $dW/dt=2W_0y\,dy/dt$, and dividing the balance by $2W_0y$ makes it linear:

$$\frac{dy}{dt}=\frac{m\nu_0u_0^2}{2W_0}\cos^2\omega t-\frac{y}{2\tau}.$$

Now write $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$. In the periodic state the mean of $dy/dt$ vanishes, so the mean of $y$ is $m\nu_0u_0^2\tau/(2W_0)$. To compare at the same cycle-averaged collision frequency, set this mean to one:

$$\tau=\frac{2W_0}{m\nu_0u_0^2}.$$

With this choice the equation reads

$$2\tau\frac{dy}{dt}+y=1+\cos2\omega t.$$

An oscillation at $2\omega$ is divided by $1+4i\omega\tau$, hence

$$\frac{\nu}{\nu_0}=1+A\cos(2\omega t-\phi),\qquad
A=\frac1{\sqrt{1+(4\omega\tau)^2}},\quad \tan\phi=4\omega\tau.$$

For a reference electron temperature of 4 eV, $W_0=\tfrac32\times4=6$ eV. Then $\tau=W_0/(\nu_0\cdot\tfrac12mu_0^2)=5.42$ ns, $4\omega\tau\approx1.85$, and $A\approx0.48$. The collision frequency swings by 48 % either way about its mean.

The field is

$$E(t)=\frac{mu_0}{e}\left\{\nu_0[1+A\cos(2\omega t-\phi)]\cos\omega t-\omega\sin\omega t\right\}.$$

The product of cosines splits into two frequencies:

$$A\cos(2\omega t-\phi)\cos\omega t
=\tfrac A2\cos(\omega t-\phi)+\tfrac A2\cos(3\omega t-\phi).$$

A sinusoidal electron current therefore needs a field with a third harmonic. The complex amplitude at the driving frequency is

$$E_1=\frac{mu_0}{e}\left[\nu_0\left(1+\tfrac A2e^{-i\phi}\right)+i\omega\right].$$

Because $\cos\phi=A$, its in-phase part exceeds the constant-$\nu$ value by the factor $1+A^2/2\approx1.11$. The mean heating rises by the same factor, since the third harmonic does no net work on a sinusoidal current. The out-of-phase part, in units of $\nu_0$, is $0.085-\tfrac12A\sin\phi\approx-0.12$. Its sign has changed: the fundamental of the current now leads the field slightly, because the delayed rise in friction outweighs inertia.

The fundamental field is 3.98 kV/m, 12 % above the constant-$\nu$ result of 3.56 kV/m. The peak of the distorted waveform is 4.74 kV/m, 33 % above it. These figures hold only when the electron current itself is sinusoidal. If the total current is sinusoidal instead, the displacement current matters much more than it did at constant $\nu$. At $3\omega$ its admittance is about $3\times0.269\approx0.8$ of the electron conductivity, so the electron current distorts and the field distorts less. For a total of 10 A/m$^2$ without ions and the same mean $\nu$, the same energy balance gives a fundamental near 3.6 kV/m and a peak near 3.75 kV/m, only about 5 % above 3.56 kV/m. A kinetic calculation with energy-dependent cross sections could give different figures again.

For $4\omega\tau\gg1$ the energy cannot follow the cycle, $A$ tends to zero, and the constant-$\nu$ formula returns. For $4\omega\tau\ll1$ the model gives $\nu\approx2\nu_0\cos^2\omega t$, which vanishes when the drift reverses. The model is unreliable there, since it lets the electrons cool without limit between heating pulses.

## Fast drift and uneven density

Drift itself raises the collision rate. For a constant cross section, the drag is proportional to $\langle|\mathbf v|\mathbf v\rangle$, with $\mathbf v=\mathbf w+\mathbf u$ and isotropic thermal velocity $\mathbf w$. This vector is the gradient with respect to $\mathbf u$ of $\tfrac13\langle|\mathbf w+\mathbf u|^3\rangle$. For an isotropic average, the Taylor series of a function $g$ is

$$\langle g(\mathbf w+\mathbf u)\rangle
=\langle g\rangle+\frac{u^2}{6}\langle\nabla^2g\rangle+\frac{u^4}{120}\langle\nabla^4g\rangle+\cdots .$$

Using $\nabla^2w^3=12w$ and $\nabla^4w^3=24/w$, then differentiating with respect to $u$, we obtain

$$\langle|\mathbf v|v_\parallel\rangle
=\frac43u\langle w\rangle\left[1+\frac{u^2}{5}\frac{\langle1/w\rangle}{\langle w\rangle}+\cdots\right].$$

For a Maxwellian of temperature $T_e$ in energy units, $\langle1/w\rangle/\langle w\rangle=m/(2T_e)$. The relative increase in friction is thus $(\tfrac12mu^2)/(5T_e)$ to leading order. At peak drift this is $1.11/(5\times4)$, or 5.5 %; the velocity integral without expansion gives 5.4 %. This is at a fixed temperature of 4 eV and assumes a shifted Maxwellian. The shape of the distribution can matter more: for a constant cross section and weak drift, the kinetic mobility is $32/(9\pi)\approx1.13$ times the shifted-Maxwellian value.

A density gradient adds a pressure force. For electrons at uniform temperature with no drift, force balance reads

$$0=-enE_g-T_e\frac{dn}{dx},\qquad
|E_g|=\frac{T_e}{eL},\qquad L=\left|\frac{n}{dn/dx}\right|.$$

With $L=10$ mm, $|E_g|=4\ \text{V}/10\ \text{mm}=0.4$ kV/m, or 11 % of the bulk field amplitude. For a fixed density profile and temperature this field is static. It then adds to the driving field in one half-cycle and opposes it in the other, without changing the amplitude at 13.56 MHz. If the temperature swings as in the energy balance above, the gradient field varies too, mainly at twice the driving frequency. A fixed profile is itself only a rough assumption here. A driving field that varies as $1/n$ needs an oscillating space charge $\varepsilon_0\,dE/dx$, so the electron density oscillates at 13.56 MHz by about $\varepsilon_0E/(eLn)\approx20$ %, and the pressure field gains a component of a few per cent of $E$ at that frequency.

The gradient also makes electrons speed up as they enter thinner plasma, because $u=J/(ne)$ for a uniform electron current. The acceleration $u\,du/dx$ has magnitude $u^2/L$. Compared with the friction term $\nu u$, it is at most $u_0/(\nu L)\approx6$ % for these numbers.

The drift carries electrons $u_0/\omega=7.33$ mm to either side of their mean position, so the full swing nearly equals the 15 mm bulk. Momentum still responds locally. In one collision time the drift covers only $u_0/\nu\approx0.6$ mm, and random motion at the mean thermal speed $\sqrt{8T_e/(\pi m)}\approx1.3\times10^6$ m/s covers about 1.3 mm, both well below $L$. Energy is less local: in the energy balance above $\nu$ relaxes in the time $2\tau\approx10.8$ ns, during which an electron drifts up to about 6.5 mm and diffuses about 4 mm. The local density can thus be used for the drag, while the temperature that sets $\nu$ may reflect conditions several millimetres away.

## Reading the number for a CF4 discharge

The values chosen here are meant only as orders of magnitude for a capacitive CF$_4$ etching plasma at 0.3 Torr and 300 K. Electron drift speeds in CF$_4$ at a few hundred Td are only of order $2\times10^5$ m/s, which points to an effective $\nu$ roughly twice the chosen one at this pressure and to a correspondingly larger field. Strong bulk fields in such electronegative discharges belong to what is called the drift-ambipolar heating mode. The gas density is $9.66\times10^{21}$ m$^{-3}$, so the reduced field amplitude $E/N$ is 369 Td, or 261 Td rms. Even the rms value is high: in a steady field, ionization in CF$_4$ overtakes attachment at very roughly 150 Td. The chosen current and density may therefore not form a self-sustained steady state. If net ionization raises $n$ at fixed current and $\nu$, the required field falls as $1/n$. In the energy balance above, with $\tau$ fixed, it falls faster, because slower drift heats the electrons less and so lowers $\nu$. Real discharges also break the assumption of uniform density. Where the local density is 20 % below the chosen value, the field at fixed electron current and $\nu$ is 25 % higher. In the energy balance above, with $\tau$ fixed, the faster drift also raises $\nu$, and the field nearly doubles. For the chosen current, density and cycle-averaged momentum-transfer frequency, 3.6 kV/m sets the scale of the bulk field, while the modulation of $\nu$ in the model above raises the waveform's peak by about a third if the electron current is sinusoidal, and by only about 5 % if the total current is. An uneven density can change the local field further. It is not a prediction for a discharge that settles at a different density.

The numerical output below lists the inputs, the main estimate and the sizes of the main corrections.

## Computed results

```
INPUTS (peak amplitudes)
electron current density: 10 A/m^2
same, converted: 1 mA/cm^2
frequency: 13.56 MHz
electron density: 1e+14 m^-3
collision frequency: 1e+09 s^-1
MAIN ESTIMATE
angular frequency: 8.52e+07 rad/s
omega/nu: 0.0852 (ratio)
conductivity modulus: 0.002808 S/m
field without inertia: 3.549 kV/m
bulk field amplitude: 3.562 kV/m
same, converted: 35.6 V/cm
inertia raises field by: 0.36 %
current lag: 4.87 degrees
field with 100 times more electrons: 0.0356 kV/m
drift speed amplitude: 6.24e+05 m/s
peak drift energy: 1.11 eV
excursion amplitude: 7.33 mm
mean heating: 17.7 kW/m^3
ROUGH CF4 REGIME
pressure: 0.3 Torr
gas temperature: 300 K
electron temperature: 4 eV
negative ions per electron: 100 (ratio)
ion collision frequency: 1e+07 s^-1
bulk length: 15 mm
voltage amplitude over bulk: 53.4 V
gas density: 9.66e+21 m^-3
reduced field amplitude: 369 Td
NEGLECTED EFFECTS
displacement/electron current: 0.269 (ratio)
ion/electron current: 0.0432 (ratio)
field, 10 A/m^2 electron + displacement: 3.515 kV/m
field, 10 A/m^2 total with ions: 3.522 kV/m
change for total with ions: -1.1 %
rf period: 73.7 ns
energy turnover time tau: 5.42 ns
swing of nu about its mean, +/-: 48 %
fundamental field, modulated nu: 3.98 kV/m
change of fundamental: 12 %
peak field, modulated nu: 4.74 kV/m
change of peak: 33 %
friction rise from peak drift: 5.4 %
density gradient length: 10 mm
gradient field: 0.4 kV/m
gradient field / bulk field: 11 %
```
